\section*{Six plane waves at the bcc point H}

\section{The problem}

A bcc crystal has one atom per primitive cell and cubic edge $a$. Its electrons move independently in a weak, local, spin-independent potential with full cubic symmetry about the atom at the origin,
\begin{equation}
V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},
\label{eq:fourier}
\end{equation}
where $V_{\mathbf G}$ is the average of $V e^{-i\mathbf G\cdot\mathbf r}$ over a cell. Inversion symmetry makes these coefficients real, and cubic symmetry makes them equal for all $\mathbf G$ related by a rotation or reflection of the cube. The zero of energy is chosen so that $V_{000}=0$.

Consider the point $\mathrm H=(2\pi/a)(1,0,0)$ of the Brillouin zone.

\begin{enumerate}
\item Find the energies and degeneracies of the states built from the plane waves of lowest kinetic energy at H, and describe their wavefunctions near the atom.
\item Evaluate them for $a=4.00$ angstrom, $V_{110}=0.20$ eV and $V_{200}=0.30$ eV, all other coefficients being zero.
\item Find how far the remaining plane waves move these levels.
\end{enumerate}

Atomic units are used in the algebra. Spin is left out until the end; it doubles every degeneracy quoted before then.

\section{A first estimate by scaling}

The reciprocal lattice vectors of a bcc crystal are $(2\pi/a)(h,k,l)$ with $h+k+l$ even. The plane waves allowed at H have wave vectors $\mathrm H+\mathbf G=(2\pi/a)\mathbf q$, where $\mathbf q$ is an integer triple with odd sum. Their kinetic energies are
\begin{equation}
\tfrac12\left(\tfrac{2\pi}{a}\right)^2|\mathbf q|^2=E_0|\mathbf q|^2,
\qquad E_0=\frac{2\pi^2}{a^2}.
\end{equation}
The smallest possible $|\mathbf q|^2$ is 1, reached by the six unit vectors $\pm\hat x,\pm\hat y,\pm\hat z$. The next value is 3, so the six waves are separated from all others by at least $2E_0$. For the given edge $E_0=9.40$ eV, far larger than the potential coefficients. The six waves must be treated together, while the others can be left for a correction.

The potential couples two waves through the coefficient belonging to the difference of their wave vectors. Opposite waves differ by a vector such as $(2,0,0)$, and perpendicular waves by one such as $(1,-1,0)$. Each wave therefore has one partner coupled by $V_{200}$ and four coupled by $V_{110}$. If nothing is known about the relative signs of the amplitudes, the five couplings may be added in quadrature:
\begin{equation}
\Delta\sim\sqrt{V_{200}^2+4V_{110}^2}
=\sqrt{0.09+0.16}\ \text{eV}=0.50\ \text{eV}.
\label{eq:rms}
\end{equation}
This is the expected size of the level shifts. If the couplings to the outer waves have a similar total strength, those waves contribute about
\begin{equation}
\frac{\Delta^2}{2E_0}=\frac{0.25}{18.8}\ \text{eV}\approx0.013\ \text{eV}.
\label{eq:outerestimate}
\end{equation}
The estimate gives neither the signs nor the degeneracies. These depend on how the five couplings interfere.

\section{Exact solution of the six-wave problem}

\subsection{The matrix and its eigenvalues}

Write the wavefunction as
\begin{equation}
\psi(\mathbf r)=\sum_{\mathbf p}c_{\mathbf p}\,e^{i(2\pi/a)\mathbf p\cdot\mathbf r},
\end{equation}
with $\mathbf p$ running over the six unit vectors. Measure the energy $E$ from $E_0$. Projecting the Schr\"odinger equation on each of the six waves gives
\begin{equation}
E\,c_{\mathbf p}=V_{200}\,c_{-\mathbf p}
+V_{110}\sum_{\mathbf p'\perp\mathbf p}c_{\mathbf p'} .
\label{eq:six}
\end{equation}
There is no diagonal term because $V_{000}=0$. In the order $+\hat x,-\hat x,+\hat y,-\hat y,+\hat z,-\hat z$, and with $u=V_{110}$ and $w=V_{200}$, the matrix is
\begin{equation}
M=\begin{pmatrix}
0&w&u&u&u&u\\
w&0&u&u&u&u\\
u&u&0&w&u&u\\
u&u&w&0&u&u\\
u&u&u&u&0&w\\
u&u&u&u&w&0
\end{pmatrix}.
\end{equation}
It is unchanged when every wave is replaced by its opposite, so its eigenvectors can be chosen odd or even under $\mathbf p\to-\mathbf p$.

\emph{Odd vectors.} Let $c_{-\mathbf p}=-c_{\mathbf p}$. The four perpendicular waves in (\ref{eq:six}) form two opposite pairs, and each pair sums to zero. What remains is $Ec_{\mathbf p}=-V_{200}c_{\mathbf p}$. There is one independent odd vector for each axis, hence three states with
\begin{equation}
E_3=-V_{200}.
\label{eq:triplet}
\end{equation}

\emph{Even vectors.} Let $c_{\mathbf p}=c_{-\mathbf p}=c_i$, where $i=x,y,z$ labels the axis. Each perpendicular axis now contributes twice, so
\begin{equation}
E\,c_i=V_{200}c_i+2V_{110}\sum_{j\ne i}c_j
=(V_{200}-2V_{110})c_i+2V_{110}\sum_j c_j .
\end{equation}
In the second form the term $j=i$ has been added to the sum and subtracted from the first term. If $c_x=c_y=c_z$, the full sum is $3c_i$, and
\begin{equation}
E_1=V_{200}-2V_{110}+6V_{110}=V_{200}+4V_{110}.
\label{eq:singlet}
\end{equation}
If $c_x+c_y+c_z=0$, the last term vanishes. This condition leaves two independent vectors, with
\begin{equation}
E_2=V_{200}-2V_{110}.
\label{eq:doublet}
\end{equation}
The six eigenvectors are now accounted for: a singlet, a doublet and a triplet. Their energies satisfy $E_1+2E_2+3E_3=0$, as the zero trace of $M$ requires. They are exact eigenvalues of the six-wave matrix, but only first-order energies of the crystal.

\subsection{Wavefunctions and their energies in real space}

Let $X=2\pi x/a$, and similarly $Y$ and $Z$. Normalized so that the mean of $|\psi|^2$ is one, representative states are
\begin{align}
\psi_1&=\sqrt{\tfrac23}\,(\cos X+\cos Y+\cos Z),\\
\psi_2&=\cos X-\cos Y,\\
\psi_3&=\sqrt2\,\sin X .
\end{align}
The other triplet states contain $\sin Y$ and $\sin Z$. The second doublet state is proportional to $2\cos Z-\cos X-\cos Y$.

At the atom, $|\psi_1|^2=\tfrac23\cdot3^2=6$, six times the mean density. Close to it, $\psi_3\approx\sqrt2\,X$ is p-like, with a density growing as $r^2$. Expanding the cosines gives $\psi_2\approx(Y^2-X^2)/2$, which is d-like. The doublet density grows as $r^4$, except along the body diagonals of the cube, where both doublet states vanish.

These shapes explain the energies. With only $V_{110}$ and $V_{200}$ present, grouping the twelve terms of the first kind and the six of the second in (\ref{eq:fourier}) gives
\begin{equation}
\begin{split}
V={}&4V_{110}(\cos X\cos Y+\cos Y\cos Z+\cos Z\cos X)\\
&+2V_{200}(\cos2X+\cos2Y+\cos2Z).
\end{split}
\end{equation}
The triplet density is $2\sin^2X=1-\cos2X$. Since the mean of $\cos^2 2X$ is $\tfrac12$, its mean potential energy is $-2V_{200}\cdot\tfrac12=-V_{200}$. The doublet density is
\begin{equation}
|\psi_2|^2=1+\tfrac12(\cos2X+\cos2Y)-2\cos X\cos Y .
\end{equation}
The two $\cos2X$-type terms contribute $2\cdot\tfrac12\cdot2V_{200}\cdot\tfrac12=V_{200}$. The mean of $\cos^2X\cos^2Y$ is $\tfrac14$, so the last term contributes $-2\cdot4V_{110}\cdot\tfrac14=-2V_{110}$. This reproduces (\ref{eq:doublet}). Positive coefficients make the potential repulsive at the atom, where the singlet density is concentrated, and this raises the singlet.

\subsection{Limits and crossings}

If $V_{110}=0$, the three axes decouple. Each is a two-wave problem with levels $\pm V_{200}$, and the singlet and doublet merge into three even states at $+V_{200}$. If $V_{200}=0$, the levels are $4V_{110}$, $-2V_{110}$ and $0$.

The separations of neighbouring multiplets in the list are
\begin{equation}
E_1-E_2=6V_{110},\qquad E_2-E_3=2(V_{200}-V_{110}).
\label{eq:splittings}
\end{equation}
The doublet and triplet therefore coincide when $V_{200}=V_{110}$. The singlet and triplet coincide when $V_{200}=-2V_{110}$, because $E_1-E_3=2V_{200}+4V_{110}$. The order of the levels depends on the signs and the ratio of the coefficients.

\subsection{Numbers}

For the given parameters,
\begin{align}
E_1&=0.30+4(0.20)=1.10\ \text{eV}\quad(40.4\ \text{mHa}),\\
E_2&=0.30-2(0.20)=-0.10\ \text{eV}\quad(-3.7\ \text{mHa}),\\
E_3&=-0.30\ \text{eV}\quad(-11.0\ \text{mHa}).
\end{align}
The singlet lies 1.20 eV above the doublet, and the doublet 0.20 eV above the triplet. A calculation with a single opposite pair would give $\pm0.30$ eV. It would find the triplet energy but miss both even levels.

\section{The correction from the other waves}

\subsection{Why the multiplets survive}

Eliminating the outer waves produces an effective $6\times6$ matrix with the symmetry of the cube. Rotations of the cube carry any one of the six waves into any other, any opposite pair into any other, and any ordered perpendicular pair into any other. The effective matrix thus has only three different elements: $D$ on the diagonal, $A$ between opposite waves and $B$ between perpendicular waves. Its eigenvectors are those already found, and the levels become $D+A+4B$, $D+A-2B$ and $D-A$. The outer waves shift the three multiplets without splitting them.

\subsection{Second-order shifts}

To leading order, an outer wave $\mathbf q$ acquires the amplitude
\begin{equation}
c_{\mathbf q}=-\frac{F_{\mathbf q}}{E_0(|\mathbf q|^2-1)},
\qquad F_{\mathbf q}=\sum_{\mathbf p}V_{\mathbf q-\mathbf p}\,c_{\mathbf p}.
\end{equation}
Inserting this in the equations for the six waves and projecting on a normalized real eigenvector gives the shift
\begin{equation}
\delta=-\sum_{\mathbf q}\frac{F_{\mathbf q}^2}{E_0(|\mathbf q|^2-1)} .
\label{eq:second}
\end{equation}
The sums can be expressed through
\begin{equation}
S=\sum_{\mathbf p}\sum_{\mathbf p'\perp\mathbf p}c_{\mathbf p}c_{\mathbf p'} .
\end{equation}
By (\ref{eq:six}), $S$ is the factor multiplying $V_{110}$ in the first-order energy: $S=4,-2,0$ for the singlet, doublet and triplet.

\emph{Shell $|\mathbf q|^2=3$.} Each of these eight waves is a sum $\mathbf p_1+\mathbf p_2+\mathbf p_3$ of three perpendicular unit vectors. Subtracting one of them leaves a 110 vector, so $F_{\mathbf q}=u(c_{\mathbf p_1}+c_{\mathbf p_2}+c_{\mathbf p_3})$. The other three differences are 211 vectors, whose coefficient is zero here. In the sum of $F_{\mathbf q}^2$, each $c_{\mathbf p}^2$ occurs four times. Each ordered perpendicular pair occurs twice. Hence
\begin{equation}
\sum F_{\mathbf q}^2=u^2(4+2S).
\end{equation}
This is zero for the doublet, whose amplitudes on the three axes sum to zero.

\emph{Shell $|\mathbf q|^2=5$.} These 24 waves are $2\mathbf p+\mathbf p'$ with $\mathbf p'\perp\mathbf p$. The difference from $\mathbf p$ is a 110 vector and that from $\mathbf p'$ is a 200 vector; the other differences have zero coefficient. Thus $F_{\mathbf q}=uc_{\mathbf p}+wc_{\mathbf p'}$. Since every unit vector has four perpendicular partners,
\begin{equation}
\sum F_{\mathbf q}^2=4u^2+4w^2+2uwS .
\end{equation}

\emph{Shell $|\mathbf q|^2=9$.} The waves $3\mathbf p$ couple to $\mathbf p$ through $w$ and contribute $w^2$ in total. The waves of type $(2,2,1)$ do not couple, since their differences have squared length at least 6. Beyond this shell $|\mathbf q|^2\ge11$, so $|\mathbf q-\mathbf p|\ge\sqrt{11}-1>2$, and there is no further direct coupling.

The energy denominators of the three shells are $2E_0$, $4E_0$ and $8E_0$. Adding their contributions gives
\begin{align}
\delta&=-\frac1{E_0}\left[u^2(2+S)+u^2+w^2+\tfrac12uwS+\tfrac18w^2\right]\notag\\
&=-\frac1{E_0}\left[(3+S)u^2+\tfrac12S\,uw+\tfrac98w^2\right].
\label{eq:delta}
\end{align}
With $u^2=0.04$, $uw=0.06$ and $w^2=0.09$ eV$^2$,
\begin{align}
\delta_1&=-\frac{0.280+0.120+0.101}{9.40}\ \text{eV}=-0.053\ \text{eV},\\
\delta_2&=-\frac{0.040-0.060+0.101}{9.40}\ \text{eV}=-0.009\ \text{eV},\\
\delta_3&=-\frac{0.120+0.101}{9.40}\ \text{eV}=-0.024\ \text{eV}.
\end{align}

Diagonalization with 784 plane waves gives the levels $1.048$, $-0.109$ and $-0.323$ eV for the same potential. The shifts from the six-wave values are $-0.052$, $-0.009$ and $-0.023$ eV, close to the second-order results. Reducing the basis to 298 waves changes no level by more than about $10^{-11}$ eV.

At the crossing $V_{200}=V_{110}=u$, equation (\ref{eq:delta}) gives $\delta_2=-\tfrac98u^2/E_0$ and $\delta_3=-(3+\tfrac98)u^2/E_0$. The doublet is left above the triplet by $3u^2/E_0$. For $u=0.20$ eV this is 0.013 eV, against 0.012 eV from the large basis. The coincidence at exactly equal coefficients thus belongs to the first-order treatment and is not protected by symmetry. The crossing itself is not removed: by (\ref{eq:delta}) it moves to a slightly smaller $V_{200}$, near $u-3u^2/(2E_0)$.

\section{Comparison of the estimate and the solution}

The scaling estimate was 0.50 eV for each level shift. The exact six-wave shifts have magnitudes 1.10, 0.10 and 0.30 eV. In the singlet all five couplings add in phase, giving about twice the estimate. In the doublet $V_{200}$ and $-2V_{110}$ nearly cancel, leaving one fifth of it. In the triplet the $V_{110}$ terms cancel completely. Nevertheless, the estimate is the exact root-mean-square shift of the six states:
\begin{equation}
\frac{E_1^2+2E_2^2+3E_3^2}{6}=\frac{\operatorname{Tr}M^2}{6}
=V_{200}^2+4V_{110}^2 .
\end{equation}
Numerically, $(1.21+0.02+0.27)/6=0.25$ eV$^2$. The trace adds the squares of the matrix elements and is blind to their interference, just as the estimate was.

For the outer waves the estimate was 0.013 eV, while the many-wave shifts range from 0.009 to 0.052 eV. The order of magnitude is right, but the singlet is moved four times as far as estimated. Two causes combine. In second order, the in-phase amplitudes make the singlet shift about 2.3 times the average over the six states. That average, 0.024 eV, is itself about 1.8 times the estimate, because the squared couplings to the outer waves add up to about three times the assumed value, while the larger energy denominators of the farther shells offset part of this.

The comparison matters if (\ref{eq:splittings}) is used backwards, to read the coefficients from known splittings. Applied to the many-wave levels, it returns $V_{110}=0.193$ eV and $V_{200}=0.300$ eV. The first is about 4\% below the coefficient actually used; the second is nearly unchanged. This is not an accident of the numbers. Read backwards, (\ref{eq:splittings}) returns the elements $B$ and $A$ of the effective matrix. The shift (\ref{eq:delta}) is a constant plus a term proportional to $S$, so it changes $D$, and changes $B$ by $-(u^2+\tfrac12uw)/E_0$, but leaves $A$ alone: with only $V_{110}$ and $V_{200}$ present, no outer wave is coupled to both $\mathbf p$ and $-\mathbf p$. The error in $V_{200}$ therefore begins in third order for any $u$ and $w$. Further Fourier coefficients remove this protection; with $V_{211}=0.10$ eV added, the value read for $V_{200}$ falls to about $0.29$ eV.

\section{Relation to real metals and neglected effects}

The model applies to a bcc metal only as far as its effective potential is nearly local and weak compared with $E_0$. The values here are round parameters and describe no particular metal. In particular, $V_{200}$ may lie well below $V_{110}$, and the doublet then lies below the triplet. Real ions also have further Fourier coefficients. Adding $V_{211}=0.10$ eV, with the other parameters fixed, moves the singlet by $-0.056$ eV and the doublet and triplet by about $+0.005$ eV each. A realistic effective potential is moreover nonlocal. Symmetry still allows the three elements $D$, $A$ and $B$, but they are no longer fixed by two Fourier coefficients. Empty atomic d states can mix with the d-like doublet if they lie nearby; the present model does not give the size of that shift.

Spin-orbit coupling can be represented within the six waves by matrix elements $i\lambda\,\boldsymbol\sigma\cdot(\mathbf p\times\mathbf p')$. Opposite waves have zero cross product. Acting on an even state, the contributions of $\mathbf p'$ and $-\mathbf p'$ cancel, so the singlet and doublet are unaffected. Between the normalized odd states of the $x$ and $y$ axes, four equal terms with weight $\tfrac12$ give $2i\lambda\sigma_z$. With the p-state convention $(L_z)_{xy}=-i$, the coupling is $-2\lambda\,\boldsymbol\sigma\cdot\mathbf L$. The eigenvalues of $\boldsymbol\sigma\cdot\mathbf L$ are $1$ (four states) and $-2$ (two states). The triplet, six states with spin, therefore splits into four at $-2\lambda$ and two at $+4\lambda$. A trial $\lambda=1$ meV gives a splitting of 6 meV, small beside the separation of the multiplets.

Finally, the free-electron Fermi energy for one electron per atom and this edge is 3.62 eV, so $E_0$ lies 5.78 eV above it. The thermal energy at 300 K is only 0.026 eV, and the levels at H are empty in this model. The free Fermi sphere would reach H at a valence
\begin{equation}
\frac{2}{(2\pi)^3}\cdot\frac{4\pi}{3}\left(\frac{2\pi}{a}\right)^3\cdot\frac{a^3}{2}
=\frac{4\pi}{3}\approx4.19,
\end{equation}
where the first factor 2 counts spin and $a^3/2$ is the volume per atom. For a monovalent metal with nearly free electrons, as in this model, the splittings at H thus concern empty bands. No valence state at H is occupied, so a transition that conserves the wave vector cannot reach these levels from the valence band.

\section*{Table of computed values}
\begin{verbatim}
cubic edge a = 4.00 angstrom
V110 = 0.20 eV, V200 = 0.30 eV
free energy E0 at H = 9.4008 eV
Six-wave levels, measured from E0:
  triplet: -0.3000 eV = -11.025 mHa
  doublet: -0.1000 eV = -3.675 mHa
  singlet: 1.1000 eV = 40.424 mHa
singlet-doublet splitting = 1.2000 eV
doublet-triplet splitting = 0.2000 eV
Many-wave levels, same potential, measured from E0:
  triplet: -0.3226 eV
  doublet: -0.1086 eV
  singlet: 1.0477 eV
Shift from six-wave level: second order / many-wave:
  triplet: -0.0235 / -0.0226 eV
  doublet: -0.0086 / -0.0086 eV
  singlet: -0.0533 / -0.0523 eV
waves in small basis = 298
waves in large basis = 784
largest level change between bases = 1.3e-11 eV
V110 read from many-wave splittings = 0.1927 eV
V200 read from many-wave splittings = 0.2997 eV
lifting at V200 = V110 = 0.20 eV:
  second order = 0.0128 eV
  many-wave = 0.0121 eV
level changes on adding V211 = 0.10 eV:
  triplet: 0.0047 eV
  doublet: 0.0054 eV
  singlet: -0.0557 eV
trial spin-orbit lambda = 1.0 meV
  triplet splitting = 6.0 meV
Multiplet density at atom / mean density of one state:
  triplet: 0.00
  doublet: 0.00
  singlet: 6.00
density growth on doubling r, triplet = 4.00
density growth on doubling r, doublet = 15.99
Gaussian-well test, largest error = 2e-16 of depth
Fermi energy, one electron per atom = 3.618 eV
E0 minus this Fermi energy = 5.783 eV
valence at which Fermi sphere reaches H = 4.189
thermal energy at 300 K = 0.0259 eV
\end{verbatim}
